# Exchange Splitting of the 3s Photoelectron Line and Its Reduction in Mn²⁺

## Problem

An ion has a filled 3s shell and an open 3d shell with $n$ electrons in a term of spin $S$. A photon removes one 3s electron.

(a) Assume a single configuration $3s^1 3d^n$ outside closed shells, and the same orbitals for every final state. Which final spins occur, and how far apart are their energies? Express the answer through $S$ and the Slater exchange integral

$$G^k(3s,3d)=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty R_s(r_1)R_d(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,R_s(r_2)R_d(r_2)\,r_1^2r_2^2\,dr_1dr_2 .$$

(b) Find the intensity ratio of the lines when the photoelectron leaves fast.

(c) Evaluate the separation for the free ion Mn²⁺ ($3d^5$, $^6S$) with Hartree–Fock orbitals. The measured separation in Mn²⁺ compounds is roughly 6 eV. Which part of the electron interaction, absent from (a), can reduce the calculated value, and by how much?

Here $R_s$ and $R_d$ are normalized radial functions, $\int R^2r^2dr=1$. Spin operators are in units of $\hbar$. The Hamiltonian is nonrelativistic.

## Hints

1. Expand $1/r_{12}$ in multipoles. An s orbital has no angular dependence, so very few multipoles survive.
2. Write the exchange between the 3s electron and the 3d shell as an operator acting on spins. The spins of the individual d electrons then add up to the total spin of the shell.
3. For the intensities, start from the ion with $M=S$ and remove a spin-up and a spin-down electron in turn. One of the two resulting states is not an eigenstate of the total spin.
4. For (c), look for another configuration that couples strongly to this one, made by moving electrons within the $n=3$ shell. Check which final spins it can supply with $L=0$.

## Solution

### (a) The energy separation

**The integrals.** The orbitals are $\varphi_s=R_s/\sqrt{4\pi}$ and $\varphi_m=R_dY_{2m}$. The exchange integral is

$$K_{mm'}=\frac{e^2}{4\pi\varepsilon_0}\iint\varphi_s^*(1)\varphi_m^*(2)\frac{1}{r_{12}}\varphi_{m'}(1)\varphi_s(2)\,d^3r_1d^3r_2 .$$

Insert

$$\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(1)Y_{kq}(2).$$

The angular integral over electron 1 is $\delta_{k2}\delta_{qm'}/\sqrt{4\pi}$, and that over electron 2 is $\delta_{k2}\delta_{qm}/\sqrt{4\pi}$. Their product, multiplied by $4\pi/5$, gives

$$K_{mm'}=\delta_{mm'}K,\qquad K=\tfrac15G^2(3s,3d).$$

The 5 is therefore $2k+1$ for $k=2$. The integral $K$ is positive, because it is twice the electrostatic self-energy of the charge distribution $e\,\varphi_s\varphi_m$ (with real orbitals).

In the direct integral, electron 1 contributes $|\varphi_s|^2$, which is spherical. Hence $k=0$, and each d electron adds the same energy $F^0$, whatever its $m$ or spin.

**The spin operator.** Let $s_\sigma^\dagger$ and $d_{m\sigma}^\dagger$ create 3s and 3d electrons. The exchange part of the Coulomb operator occurs twice in the double sum over pairs, which cancels its prefactor $\tfrac12$:

$$H_x=K\sum_{m\sigma\sigma'}s_\sigma^\dagger d_{m\sigma'}^\dagger s_{\sigma'}d_{m\sigma}
=-K\sum_{m\sigma\sigma'}s_\sigma^\dagger s_{\sigma'}\,d_{m\sigma'}^\dagger d_{m\sigma}.$$

The minus sign comes from the one interchange of $d_{m\sigma'}^\dagger$ with $s_{\sigma'}$. For fixed $m$ the spin sum has four terms:

$$n_{s\uparrow}n_{m\uparrow}+n_{s\downarrow}n_{m\downarrow}+s_\uparrow^\dagger s_\downarrow d_{m\downarrow}^\dagger d_{m\uparrow}+s_\downarrow^\dagger s_\uparrow d_{m\uparrow}^\dagger d_{m\downarrow}.$$

The first two equal $\tfrac12n_sn_m+2s_zs_{m,z}$. The last two are $s_+s_{m,-}+s_-s_{m,+}$. Together they are $\tfrac12n_sn_m+2\,\mathbf s\cdot\mathbf s_m$. With $n_s=1$, $\sum_mn_m=n$ and $\sum_m\mathbf s_m=\mathbf S$,

$$H_x=-K\left(\frac n2+2\,\mathbf s\cdot\mathbf S\right).$$

**The two energies.** The spin $\tfrac12$ left in 3s couples with $S$ to $S_f=S\pm\tfrac12$. From $(\mathbf s+\mathbf S)^2$,

$$2\,\mathbf s\cdot\mathbf S=S_f(S_f+1)-S(S+1)-\tfrac34 .$$

For $S_f=S+\tfrac12$ the first product is $S^2+2S+\tfrac34$, so the result is $S$. For $S_f=S-\tfrac12$ it is $S^2-\tfrac14$, so the result is $-(S+1)$. If $E_0$ collects the energy of the parent term and the interactions with closed shells,

$$E(S+\tfrac12)=E_0+nF^0-K\left(\tfrac n2+S\right),$$
$$E(S-\tfrac12)=E_0+nF^0-K\left(\tfrac n2-S-1\right).$$

Subtraction gives Van Vleck's result:

$$\boxed{E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)K=\frac{2S+1}{5}\,G^2(3s,3d)}$$

The high-spin final state is lower, so its line has the smaller binding energy. For $S=0$ only $S_f=\tfrac12$ exists, and there is one line.

The derivation never used the orbital angular momentum of the parent term, nor Hund's rule. $H_x$ contains the d shell only through $n$ and $\mathbf S$, so it leaves each parent term intact. Diagonalization of the complete $3s^13d^n$ matrices for $n=2$ to 5 agrees with the formula for every term, to within $3.4\times10^{-5}$ eV. What the result does need is a definite spin $S$ of the shell, one common radial function $R_d$, and a Hamiltonian that conserves spin. Spin–orbit coupling spoils it even when the parent spin cannot change: in $3s^13d^1$, where the shell always has $S=\tfrac12$, it splits $^3D$ into three levels and mixes $^3D_2$ with $^1D_2$.

**A determinant is not enough.** Consider the state with 3s spin down and the 3d shell in $M=S$. There $\langle2\,\mathbf s\cdot\mathbf S\rangle=2(-\tfrac12)S=-S$, so its mean energy lies $2SK$ above the high-spin state, not $(2S+1)K$. The missing $K$ is due to the spin-flip terms of $H_x$, which have no diagonal element in this determinant.

### (b) The intensity ratio

In the sudden limit the amplitude for a photoelectron of spin $\sigma$ is a one-electron dipole matrix element times $\langle f|s_\sigma|i\rangle$. Take the dipole element to be equal for both lines. This is reasonable when the photoelectron energy is large compared with the separation of the lines; near threshold it is not.

The intensity of a line, summed over the photoelectron spin and the final $M_f$, is proportional to $\langle i|\sum_\sigma s_\sigma^\dagger P_{S_f}s_\sigma|i\rangle$, where $P_{S_f}$ projects on the final spin. This operator is a scalar under spin rotation, so its mean value does not depend on the initial $M$. We may take $M=S$.

Removing the spin-down electron leaves $|{\uparrow}\rangle|S,S\rangle$. Its projection is $S+\tfrac12$, so it belongs wholly to $S_f=S+\tfrac12$, with weight 1.

Removing the spin-up electron leaves $|{\downarrow}\rangle|S,S\rangle$. To decompose it, apply the total lowering operator to $|{\uparrow}\rangle|S,S\rangle$ and normalize:

$$|S+\tfrac12,S-\tfrac12\rangle=\frac{|{\downarrow}\rangle|S,S\rangle+\sqrt{2S}\,|{\uparrow}\rangle|S,S-1\rangle}{\sqrt{2S+1}} .$$

The state $|{\downarrow}\rangle|S,S\rangle$ thus has weight $1/(2S+1)$ in the high-spin line and the rest, $2S/(2S+1)$, in the low-spin line. Adding both removals,

$$I(S+\tfrac12)\propto1+\frac1{2S+1}=\frac{2S+2}{2S+1},\qquad I(S-\tfrac12)\propto\frac{2S}{2S+1},$$

$$\boxed{\frac{I(S+\frac12)}{I(S-\frac12)}=\frac{S+1}{S}}$$

This is the ratio of the spin multiplicities. It is 3 for $S=\tfrac12$, falls to $7/5$ for $S=\tfrac52$, and tends to 1 for large $S$. The weights add up to 2, the number of 3s electrons. The intensity-weighted mean of $2\,\mathbf s\cdot\mathbf S$ is proportional to $(S+1)S-S(S+1)=0$, so exchange splits the line without moving its centre through the spin-dependent term.

### (c) Mn²⁺: the Hartree–Fock value

A restricted open-shell Hartree–Fock calculation of the free ion, in an uncontracted def2-TZVP basis, gives $G^2(3s,3d)=11.10$ eV. With $S=\tfrac52$,

$$K=\frac{11.10}{5}\ \text{eV}=2.22\ \text{eV},\qquad \Delta E=6K=13.32\ \text{eV}=2.134\times10^{-18}\ \text{J}.$$

The final states are $^7S$ and $^5S$. The determinant estimate $2SK$ would give 11.10 eV. The value $6K$ is about 2.2 times the rough measured 6 eV. The spin algebra is exact within the model, so the discrepancy must come from the model's assumptions: one configuration, frozen orbitals, and a free nonrelativistic ion. Here the first of these is relaxed.

**Which state can mix?** The 3s, 3p and 3d orbitals occupy the same region: their mean radii are 0.86, 0.91 and 1.10 bohr. Two 3p electrons can therefore interact strongly and go over into one 3s and one 3d electron:

$$3s^13p^63d^5\;\longleftrightarrow\;3s^23p^43d^6 .$$

In the configuration on the right, spin 3 requires the largest spin of each open shell, namely $3p^4\,{}^3P$ and $3d^6\,{}^5D$. Their orbital momenta 1 and 2 combine to $L=1,2,3$, never to 0. There is no $^7S$ state, so the septet stays where it is. A $^5S$ state does exist, for example from $^1D$ and $^5D$. In this two-configuration space the quintet alone is pushed down, and the separation shrinks.

**The coupling strength.** Begin with the determinant $\psi$ that has 3s spin down, all five 3d spins up, and 3p full. To reach $3s^23p^43d^6$, the created electrons must be $s_\uparrow$ and some $d_{m\downarrow}$, because the other places are taken. The removed ones are $p_{a\uparrow}$ and $p_{b\downarrow}$. Spin conservation pairs $p_a$ with $s$ and $p_b$ with $d_m$, so there is no second, exchanged term.

Use real orbitals with $p_a\propto\sqrt{3/4\pi}\,n_a$, where $\mathbf n$ is the unit vector of direction. The step from p to s admits only the dipole term $(r_</r_>^2)\,\mathbf n_1\cdot\mathbf n_2$. Its angular integral for electron 1 is

$$\int\frac1{\sqrt{4\pi}}\,n_c\sqrt{\frac3{4\pi}}\,n_a\,d\Omega=\frac{\delta_{ac}}{\sqrt3}.$$

Each matrix element is then, up to sign, $R^1\langle d_m|n_a|p_b\rangle/\sqrt3$, with the bracket an angular integral and

$$R^1=\frac{e^2}{4\pi\varepsilon_0}\iint R_s(r_1)R_p(r_1)\frac{r_<}{r_>^2}R_d(r_2)R_p(r_2)\,r_1^2r_2^2\,dr_1dr_2 .$$

Now sum the squares over $m,a,b$. The part of $n_an_b$ with $l=2$ is $n_an_b-\tfrac13\delta_{ab}$, so

$$\sum_{mab}|\langle d_m|n_a|p_b\rangle|^2=\frac3{4\pi}\int\sum_{ab}\left(n_an_b-\tfrac13\delta_{ab}\right)^2d\Omega=3\left(1-\tfrac23+\tfrac13\right)=2 .$$

The total is $\tfrac23(R^1)^2$. By part (b), only a fraction $2S/(2S+1)=\tfrac56$ of $\psi$ is quintet, and the septet part couples to nothing here. For the normalized quintet the squared coupling is therefore larger by $\tfrac65$:

$$V^2=\frac65\cdot\frac23(R^1)^2=\frac45(R^1)^2,\qquad |V|=\frac2{\sqrt5}|R^1| .$$

With $|R^1|=16.19$ eV this gives $|V|=14.48$ eV, which the many-electron matrix confirms.

**Two levels.** The state reached by this coupling lies $\Delta=17.07$ eV above the unmixed quintet. The matrix with diagonal $0,\Delta$ and off-diagonal element $V$ has its lower root at $-\delta$, where

$$\delta=\sqrt{\frac{\Delta^2}4+V^2}-\frac\Delta2=\left(\sqrt{72.8+209.8}-8.53\right)\text{eV}=8.28\ \text{eV}.$$

The separation falls to $13.32-8.28=5.04$ eV. Second-order perturbation theory would give $V^2/\Delta=12.3$ eV for the shift. It fails because $V$ is not small compared with $\Delta$.

**All quintets of the two configurations.** The configuration $3s^23p^43d^6$ has further $^5S$ states, formed from $3p^4\,{}^3P$ and triplet P terms of $3d^6$. They couple to the state just used. Diagonalization gives four lines:

| Energy above $^7S$ (eV) | Share of quintet intensity |
|---|---|
| 3.89 | 0.665 |
| 22.54 | 0.062 |
| 23.24 | 0.123 |
| 43.11 | 0.150 |

The main line, which is the lowest of the four, lies below the two-level estimate. It could not lie above it, because enlarging the space of states cannot raise the lowest eigenvalue.

The Van Vleck energy has not disappeared from the spectrum. Let $|\psi_5\rangle$ be the normalized quintet part of the state left by sudden removal from a single-configuration initial state. Expanding it in final eigenstates, $|\psi_5\rangle=\sum_jc_j|j\rangle$, gives

$$\sum_j|c_j|^2E_j=\langle\psi_5|H|\psi_5\rangle .$$

The right side is the unmixed quintet energy. The weighted mean of the four lines, measured from $^7S$, is indeed

$$(2.58+1.39+2.87+6.47)\ \text{eV}\approx13.3\ \text{eV}.$$

So, for fixed orbitals and a single-configuration initial state, the formula in (a) locates the centre of gravity of the quintet lines, measured from the unmixed septet energy. The separation of the two main peaks is a different quantity. Here the main quintet line is the lowest of the four, so it is the smaller one.

The intensities change accordingly. Over the full spectrum the ratio is still $7/5$. If only the main quintet line is counted, it becomes

$$\frac{7/6}{(5/6)\times0.665}=2.11 .$$

**All configurations within 3s, 3p and 3d.** Finally, let the electrons occupy these nine orbitals in every possible way, in the initial state as well. The main lines are then 4.45 eV apart, with intensity ratio 2.13. The initial state keeps 99.4 % of its Hartree–Fock configuration, and spin-down removal puts weight 1.0000 into a single septet line, whereas the main quintet line carries weight 0.548 instead of $5/6$. The large redistribution therefore belongs to the quintet final state.

The last digit of these energies is not converged. A basis close to the Hartree–Fock limit leaves $G^2$, $6K$, $R^1$ and $V$ as quoted, but lowers $\Delta$ and the line positions by 0.01 to 0.02 eV (3.88 instead of 3.89 eV, 4.44 instead of 4.45 eV). The 3s and 3p orbitals also depend on a convention, because rotations among closed shells of the same $l$ do not change the Hartree–Fock state. Here they diagonalize the mean of the spin-up and spin-down Fock operators. Using either operator alone shifts $6K$ by about 0.02 eV, $|R^1|$ and $|V|$ by about 0.03 eV, the lines by up to 0.04 eV, and the shares by up to 0.002.

These values lie below the rough 6 eV, while the single-configuration value lies far above it. Configuration mixing is thus strong enough to account for the reduction, but this model does not predict the measured number. It leaves out the relaxation of the orbitals around the 3s hole, excitations to orbitals outside the shell, relativity, and, in a compound, charge transfer from the neighbours. Their separate effects were not computed, so the remaining difference cannot be assigned to any one of them.

## Variation 1: an open shell of any $l$

*Replace 3d by an open shell with orbital momentum $l$. What becomes of the separation?*

In the exchange integral the s orbital now selects $k=l$, and the multipole prefactor $4\pi/(2l+1)$ gives $K=G^l/(2l+1)$. The spin algebra is unchanged:

$$E(S-\tfrac12)-E(S+\tfrac12)=\frac{2S+1}{2l+1}\,G^l .$$

For a half-filled shell of maximum spin, $S=(2l+1)/2$, and the separation is $\frac{2l+2}{2l+1}G^l$. With $l=2$ this is the $\tfrac65G^2$ used above. With $l=0$ and one outer electron, $S=\tfrac12$, it is $2G^0$, the singlet–triplet separation of two electrons in different s orbitals. The intensity ratio keeps the form $(S+1)/S$, because no orbital quantum number entered it.

## Variation 2: a polarized ion and a spin-sensitive detector

*The ions are all in $M=S$, and the photoelectron spin is measured along the same axis. What does each spin channel show, in the single-configuration model?*

Suppose the dipole transition leaves the electron's spin unchanged. Spin-down photoelectrons then appear only in the high-spin line, with weight 1. Spin-up photoelectrons appear in both lines, with weights $1/(2S+1)$ and $2S/(2S+1)$. The low-spin line is therefore fully polarized along the ion's spin. The high-spin line is polarized the opposite way, to the degree

$$\frac{1-\frac1{2S+1}}{1+\frac1{2S+1}}=\frac{S}{S+1},$$

which is $5/7$ for Mn²⁺.

The mean energy of the spin-up channel, measured from the high-spin line, is

$$\frac{2S}{2S+1}\,(2S+1)K=2SK,$$

or 11.10 eV for Mn²⁺. This is the determinant energy met in part (a). It is the average over two lines, and no line of the model lies there.

The values quoted for Mn²⁺ are listed in the numerical output below.

## Computed values

```
Mn2+ ROHF total energy: -1149.08846 hartree
virial ratio -V/T: 2.000047
mean radius 3s: 0.8618 bohr
mean radius 3p: 0.9123 bohr
mean radius 3d: 1.1010 bohr
G2(3s,3d): 11.100 eV
K = G2/5: 2.220 eV
spin S of 3d5: 2.5
Van Vleck splitting 6 G2/5: 13.320 eV
Van Vleck splitting: 2.1341e-18 J
splitting from many-electron matrix: 13.320 eV
single-determinant gap 2S K: 11.100 eV
largest error, 3s1 3d^n spectra, n=2..5: 3.4e-05 eV
intensity ratio for S=0.5: 3.0000
intensity ratio for S=1.0: 2.0000
intensity ratio for S=1.5: 1.6667
intensity ratio for S=2.0: 1.5000
intensity ratio for S=2.5: 1.4000
R1(3s3d;3p3p), magnitude: 16.194 eV
coupling V to 3s2 3p4 3d6: 14.484 eV
gap to the coupled state: 17.069 eV
two-level downward shift: 8.277 eV
two-level splitting: 5.043 eV
two-configuration quintet lines (energy above septet, share of quintet):
  3.889 eV, share 0.6646
  22.542 eV, share 0.0618
  23.244 eV, share 0.1233
  43.107 eV, share 0.1502
mean energy of quintet lines: 13.320 eV
main-line intensity ratio, two configurations: 2.106
HF weight in correlated initial state: 0.9939
main-line splitting, all 3s3p3d configurations: 4.448 eV
main septet weight, spin-down removal: 1.0000
main quintet weight, spin-up removal: 0.5477
main-line intensity ratio, all configurations: 2.130
rough measured splitting (input): 6 eV
Van Vleck value / rough measured: 2.2
```
